# RPA Correlation Energy of the Electron Gas and Its Coupling Integral

## Problem

An unpolarized electron gas of uniform density $n$ moves in a uniform neutralizing background, at zero temperature and infinite volume. Its density parameter $r_s$ is the radius, in bohr, of a sphere holding one electron on average. Find the correlation energy per electron, $e_c$, in the random-phase approximation (RPA) at $r_s=1,2,5$, and compare it with quantum Monte Carlo values.

Hartree atomic units are used, with $v_q=4\pi/q^2$. Correlation energy means the total energy minus the Hartree–Fock energy of the same unpolarized gas. RPA means that electrons respond as independent particles to the external potential plus the induced Hartree potential, with no exchange in the response. From $n=3/(4\pi r_s^3)=k_F^3/(3\pi^2)$,

$$k_F=\left(\frac{9\pi}{4}\right)^{1/3}\frac1{r_s}.$$

## A tempting solution

Correlation keeps electrons apart and so lowers their Coulomb energy. It seems enough to compute this lowering. Let $\rho_q$ be a Fourier component of the density operator and $S(q)=\langle\rho_q\rho_{-q}\rangle/N$ the static structure factor. The background removes $q=0$, and subtracting the self-interaction leaves the Coulomb energy per electron

$$\frac12\int\frac{d^3q}{(2\pi)^3}\,v_q[S(q)-1].$$

In the Hartree–Fock state $S$ is $S_0$, so the lowering is

$$w_c=\frac12\int\frac{d^3q}{(2\pi)^3}\,v_q[S(q)-S_0(q)].$$

**Structure factor from the response.** For excitation energies $E_m$ and volume $V$, the density response at imaginary frequency is

$$\chi(q,i\omega)=-\frac1V\sum_m|\langle m|\rho_q|0\rangle|^2\frac{2E_m}{E_m^2+\omega^2}.$$

Since $\int_0^\infty d\omega\,2E/(E^2+\omega^2)=\pi$, and the sum of the squared matrix elements is $NS(q)$,

$$S(q)=-\frac1{\pi n}\int_0^\infty d\omega\,\chi(q,i\omega).$$

**RPA response.** The induced Hartree potential gives $\chi=\chi_0+\chi_0v_q\chi$, so $\chi=\chi_0/(1-v_q\chi_0)$. Define $A=-v_q\chi_0$, which is positive on the imaginary axis. Then

$$\chi-\chi_0=\frac{\chi_0v_q\chi_0}{1-v_q\chi_0}=\frac1{v_q}\frac{A^2}{1+A},$$

$$w_c=-\frac1{2\pi n}\int\frac{d^3q}{(2\pi)^3}\int_0^\infty d\omega\,\frac{A^2}{1+A}.$$

The tempting step is to call this $e_c$ and integrate it.

## The fault

The quantity $w_c$ is the change in the Coulomb energy alone. To avoid one another, the electrons must also mix in states of higher momentum, which costs kinetic energy. The Hartree–Fock determinant of plane waves has the lowest kinetic energy available, so in an exact treatment this cost cannot be negative.

The cost is included by switching on the interaction gradually. Multiply the Coulomb interaction, including the background terms, by $\lambda$. The density stays uniform. If the ground state evolves continuously from the unpolarized Fermi sea, the Hellmann–Feynman theorem says that $dE/d\lambda$ is the expectation value of the unscaled Coulomb operator in the state at coupling $\lambda$. Integration from 0 to 1 gives the full energy; the part with $S_0$ in place of $S_\lambda$ is the exchange energy, already in Hartree–Fock. Therefore

$$e_c=\frac12\int\frac{d^3q}{(2\pi)^3}v_q\int_0^1d\lambda\,[S_\lambda(q)-S_0(q)].$$

The tempting solution replaced the average over $\lambda$ by its endpoint.

## The right solution

### Coupling integral

At coupling $\lambda$ the induced potential carries a factor $\lambda$, so $\chi_\lambda=\chi_0/(1-\lambda v_q\chi_0)$ and

$$v_q(\chi_\lambda-\chi_0)=\frac{\lambda A^2}{1+\lambda A}=A-\frac{A}{1+\lambda A}.$$

Its integral over $\lambda$ is $A-\ln(1+A)$. The minus sign in the formula for $S$ then gives

$$e_c=\frac1{2\pi n}\int\frac{d^3q}{(2\pi)^3}\int_0^\infty d\omega\,[\ln(1+A)-A].$$

The difference between the two answers is

$$e_c-w_c\propto\ln(1+A)-A+\frac{A^2}{1+A}=\ln(1+A)-\frac A{1+A}.$$

This vanishes at $A=0$ and has derivative $A/(1+A)^2>0$, so it is positive: it is the kinetic cost within RPA. The wrong energy is also less than twice the right one in magnitude, because $2[A-\ln(1+A)]-A^2/(1+A)$ vanishes at $A=0$ and has derivative

$$\frac{2A}{1+A}-\frac{2A+A^2}{(1+A)^2}=\frac{A^2}{(1+A)^2}>0.$$

### Response of the free gas

Measure momenta in $k_F$ and energies in $k_F^2$. Let $Q=q/k_F$, let $t$ be the component of $\mathbf k/k_F$ along $\mathbf q$, and let $u=\omega/(qk_F)$, so that the frequency in units of $k_F^2$ is $Qu$. Lifting an electron from $\mathbf k$ to $\mathbf k+\mathbf q$ costs

$$\Delta=Qt+\frac{Q^2}2.$$

With two spins,

$$\chi_0=-2\int\frac{d^3k}{(2\pi)^3}\frac{2\Delta}{k_F^2(\Delta^2+Q^2u^2)}$$

over filled $\mathbf k$ and empty $\mathbf k+\mathbf q$. At fixed $t$ let the allowed area of the slice be $\pi a(t)$. Since $d^3k=k_F^3\pi a\,dt$,

$$\chi_0=-\frac{k_F}{\pi^2}R,\qquad R=\frac12\int dt\,a(t)\frac{\Delta}{\Delta^2+Q^2u^2}.$$

The restriction to empty final states may be dropped: when both states are filled, the replacement $\mathbf k\to-\mathbf k-\mathbf q$ reverses the sign of $\Delta$, and these terms cancel in pairs. Then $a=1-t^2$ for $-1<t<1$. With $x=t+Q/2$, so that $\Delta=Qx$,

$$R=\frac1{2Q}\int_{Q/2-1}^{Q/2+1}dx\,\frac{x[1-(x-Q/2)^2]}{x^2+u^2}.$$

The numerator is $(1-Q^2/4)x+Qx^2-x^3$. Division by $x^2+u^2$ turns the integrand into

$$\left(1+u^2-\frac{Q^2}4\right)\frac{x}{x^2+u^2}+Q-\frac{Qu^2}{x^2+u^2}-x.$$

The constant $Q$ integrates to $2Q$ and the last term to $-Q$. The other two give a logarithm and inverse tangents:

$$R=\frac12\left[1+\frac{1+u^2-Q^2/4}{2Q}L-u\Theta\right],$$

$$L=\ln\frac{(1+Q/2)^2+u^2}{(1-Q/2)^2+u^2},\qquad
\Theta=\arctan\frac{1+Q/2}{u}+\arctan\frac{1-Q/2}{u}.$$

From $v_q=4\pi/(k_F^2Q^2)$ follows

$$A=\frac{4R}{\pi k_FQ^2}.$$

### The integral to evaluate

The factors are $1/(2\pi n)=3\pi/(2k_F^3)$, $d^3q/(2\pi)^3=k_F^3Q^2dQ/(2\pi^2)$ after the angular integration, and $d\omega=k_F^2Q\,du$. Their product gives

$$e_c=\frac{3k_F^2}{4\pi}\int_0^\infty dQ\,Q^3\int_0^\infty du\,[\ln(1+A)-A].$$

**One point by hand.** Take $r_s=2$, $k_F=0.959579$, $Q=1$, $u=0.5$. Here $L=\ln5=1.60944$ and $\Theta=\arctan3+\arctan1=2.03444$, so

$$R=\tfrac12[1+0.5(1.60944)-0.5(2.03444)]=0.39375,$$

$$A=\frac{4(0.39375)}{\pi(0.959579)}=0.5225.$$

The right bracket is $\ln(1.5225)-0.5225=-0.102$. The tempting one is $-A^2/(1+A)=-0.179$, larger in magnitude by a factor of about 1.76.

## Two limits that guide the quadrature

### Long waves and high density

As $Q\to0$ at fixed $u$, $L\to2Q/(1+u^2)$ and

$$R\to R_0(u)=1-u\arctan\frac1u=\int_0^1dx\,\frac{x^2}{x^2+u^2}.$$

For large $u$, $R_0\simeq1/(3u^2)$. Since $Qu=\omega/k_F^2$, this gives $A\simeq4k_F^3/(3\pi\omega^2)=4\pi n/\omega^2$. Continued to real frequency, $1+A=0$ at $\omega^2=4\pi n$, the long-wave plasmon. In the variable $u$ this structure lies at a distance proportional to $1/Q$, so a fixed cutoff in $u$ would miss it at small $Q$.

Expanding in the interaction would also fail here. The second-order term is $-A^2/2$, and at small $Q$ it contributes

$$-\frac{3k_F^2}{4\pi}Q^3\,\frac{8}{\pi^2k_F^2Q^4}\int_0^\infty R_0^2\,du=-\frac{6}{\pi^3Q}\int_0^\infty R_0^2\,du,$$

whose integral over $Q$ diverges logarithmically. The full logarithm stops the growth where $A$ is of order one, near $Q\sim k_F^{-1/2}\propto r_s^{1/2}$. The remaining integral follows from the representation of $R_0$ and $\int_0^\infty du/[(x^2+u^2)(y^2+u^2)]=\pi/[2xy(x+y)]$:

$$\int_0^\infty R_0^2du=\frac\pi2\int_0^1\!\!\int_0^1\frac{xy}{x+y}dx\,dy
=\pi\int_0^1x^2dx\int_0^1\frac{z\,dz}{1+z}=\frac\pi3(1-\ln2).$$

The second step uses the symmetry of the square and $y=xz$. The lower cutoff contributes $\ln(1/Q)=-\tfrac12\ln r_s+\text{constant}$, so at high density

$$\frac{de_c}{d\ln r_s}\to\frac{1-\ln2}{\pi^2}=0.03109\ \text{hartree}.$$

The computed slope between $r_s=0.001$ and $0.002$ is 0.03106 hartree, about 0.1% below the limit.

### Short waves

For $Q\gg1$, $\Delta\simeq Q^2/2$ for every electron, and $\int_{-1}^1(1-t^2)dt=4/3$ gives $R\simeq\tfrac23\Delta/(\Delta^2+Q^2u^2)$. Now $A$ is small, and $-A^2/2$ suffices. With $w=Qu$ and $\int_0^\infty\Delta^2dw/(\Delta^2+w^2)^2=\pi/(4\Delta)=\pi/(2Q^2)$,

$$\int_0^\infty du\left(-\frac{A^2}2\right)\simeq-\frac{8}{\pi^2k_F^2Q^4}\,\frac49\,\frac{\pi}{2Q^3}=-\frac{16}{9\pi k_F^2Q^7}.$$

Multiplication by $3k_F^2Q^3/(4\pi)$ gives $-4/(3\pi^2Q^4)$. The range $Q>Q_c$ therefore contributes about $-4/(9\pi^2Q_c^3)$ hartree, independent of density at this order. For $Q_c=4$ this is $-0.00070$, against computed values of $-0.00071$ at all three densities. Stopping at $Q=4$ would thus already spoil the third significant digit.

## Quadrature and results

Gauss–Legendre nodes $x$ on $(0,1)$ are mapped to frequency by

$$u=u_s\frac{x^2}{1-x},\qquad u_s=\frac1Q\sqrt{\frac4{\pi k_F}}+1+\frac Q2,\qquad
\frac{du}{dx}=u_s\frac{2x(1-x)+x^2}{(1-x)^2}.$$

The scale $u_s$ follows the plasmon at small $Q$ and the pair energies at large $Q$, while the square places nodes near $u=0$. The momentum range is divided at $\min(1,\sqrt{4/(\pi k_F)})$, at 2 and at 4. At $Q=2$ the displaced Fermi spheres cease to overlap, and the form of $a(t)$ changes. Beyond 4, $Q=4/x$ with $dQ=4\,dx/x^2$ in magnitude. For small $A$, the bracket is replaced by its power series to avoid subtracting nearly equal numbers.

With 60 momentum nodes per range and 240 frequency nodes, the sum at $r_s=1$ over $Q<2$, $2<Q<4$ and $Q>4$ is

$$e_c=-0.072824-0.005262-0.000714=-0.07880\ \text{hartree}.$$

Grids with 40 and 160 nodes reproduce all seven printed decimals at each density. In the table, energies are in hartree per electron, and PW92 is a parametrization fitted to Monte Carlo data.

| $r_s$ | RPA | PW92 | RPA − PW92 | RPA/PW92 |
|---|---:|---:|---:|---:|
| 1 | −0.0788 | −0.0598 | −0.0190 | 1.32 |
| 2 | −0.0618 | −0.0448 | −0.0170 | 1.38 |
| 5 | −0.0425 | −0.0282 | −0.0143 | 1.51 |

The RPA energies are $-2.144$, $-1.682$ and $-1.156$ eV.

### An independent evaluation

The same energy can be found without a frequency integral. Here the restriction to empty final states is kept, because the formulas below assume that every $\Delta$ is positive. In the slice at $t$ the filled states form a disc of squared radius $1-t^2$, and the final state is filled inside squared radius $1-(t+Q)^2$. The allowed area is therefore $a(t)=1-t^2-\max[0,\,1-(t+Q)^2]$ where this is positive, which requires $t>-Q/2$, that is $\Delta>0$; for $Q>2$ it is $1-t^2$. At fixed $Q$, replace the $t$ integral by a sum with weights $\delta t_i$ and set $s_i=a_i\delta t_i/(\pi k_FQ^2)$ with this allowed area. Then

$$1+A=1+\sum_i\frac{2s_i\Delta_i}{w^2+\Delta_i^2}=\prod_i\frac{w^2+\Omega_i^2}{w^2+\Delta_i^2},$$

where $\Omega_i^2$ are the eigenvalues of $M_{ij}=\Delta_i^2\delta_{ij}+2\sqrt{s_i\Delta_is_j\Delta_j}$. This is the determinant rule for a diagonal matrix plus a product of one vector with itself. Differentiation with respect to $\Omega$ shows that $\int_0^\infty dw\ln[(w^2+\Omega^2)/(w^2+\Delta^2)]=\pi(\Omega-\Delta)$, while $\int_0^\infty A\,dw=\pi\sum_is_i$. Since $du=dw/Q$,

$$e_c=\frac{3k_F^2}4\int_0^\infty dQ\,Q^2\sum_i(\Omega_i-\Delta_i-s_i).$$

RPA correlation is thus a shift of the zero-point energy of coupled pair modes, less its first-order part. For $Q<4$ and $r_s=1$, diagonalization and the frequency integral both give $-0.0780853$ hartree; they also agree to the printed digits at the other two densities.

### What the tempting answer would have been

At coupling $\lambda$, $A$ depends on $\lambda$ and $k_F$ through $\lambda/k_F$, so the energy has the form $k_F^2G(\lambda/k_F)$. Differentiating with respect to $\lambda$ at $\lambda=1$, and comparing with the derivative with respect to $r_s\propto1/k_F$, gives

$$w_c=2e_c+\frac{de_c}{d\ln r_s}.$$

Between $r_s=1$ and 2 the mean slope is $0.01700/0.693=0.0245$ hartree; between 2 and 5 it is $0.01933/0.916=0.0211$. A parabola in $\ln r_s$ through the three energies has at $r_s=2$ the slope

$$\frac{0.916(0.0245)+0.693(0.0211)}{0.916+0.693}\simeq0.023.$$

Hence $w_c\simeq2(-0.0618)+0.023\simeq-0.10$ hartree. The omitted kinetic cost is about 0.04 hartree, more than twice the difference between RPA and Monte Carlo at this density. At high density the fault doubles the coefficient of $\ln r_s$, so the logarithmic limit exposes it.

## Reading the comparison

The Monte Carlo values come from fits, not raw simulation data. Three of them, PW92, PZ81 and VWN5, differ among themselves by at most 0.0004 hartree at these densities. The RPA excess is more than thirty times larger than that spread. The spread measures differences between fits to the same Ceperley–Alder simulations, not the full error of the reference. Two fits to the Ortiz–Ballone simulations differ from PW92 by up to 0.003 hartree at these densities, and they raise the ratio at $r_s=1$ from 1.32 to 1.36 and 1.40.

Relative to PW92, RPA is too negative by 32%, 38% and 51%. The absolute error varies more slowly, so part of it cancels in energy differences. From $r_s=1$ to 5, $e_c$ rises by 0.0363 hartree in RPA and by 0.0316 in PW92. The error of this difference is 0.0048 hartree: smaller than either endpoint error, but still 15% of the PW92 change. This figure is sensitive to the reference: against the two Ortiz–Ballone fits it is 0.006 and 0.009 hartree, or 21% and 30%.

The pair distribution at contact, $g(0)$, shows a specific defect. It is the probability of finding two electrons together, relative to uncorrelated electrons. Its RPA change from Hartree–Fock is

$$\Delta g(0)=\frac1n\int\frac{d^3q}{(2\pi)^3}(S-S_0)=\frac32\int_0^\infty dQ\,Q^2(S-S_0).$$

The induced Hartree potential depends on the total density, whichever spin produced it. The response correction is therefore equal for parallel and antiparallel spins, and both contact values change by the same $\Delta g(0)$. In Hartree–Fock they are 0 and 1, with average $1/2$. The computed changes are $-0.63$, $-1.16$ and $-2.53$ at $r_s=1,2,5$.

The parallel value in RPA equals this change, so it is negative at all three densities, although the Pauli principle requires zero. The spin average, $-0.13$, $-0.66$ and $-2.03$, is negative as well, which no probability can be. RPA thus removes too many pairs at short range, including parallel pairs that exchange had already removed. This excess depletion acts in the direction of the energy error. Contact values alone do not determine how much of that error it explains, nor how the rest divides between exchange and other short-range processes missing from the ring response.

The numerical output gives the separate momentum contributions and the values of all three Monte Carlo fits.

## Values computed for the example and the checks

```
Energies are per electron; Ha = hartree
Sample at rs=2, Q=1, u=0.5: R = 0.393748, A = 0.522454 (no unit)
S-S0 at rs=2, Q=1: integral -0.190904, modes -0.190904 (no unit)
Tail Q>40, rs=2: -7.0372e-07 Ha, asymptotic -7.0362e-07 Ha
Slope de_c/dln(rs), rs=0.001 to 0.002: 0.031059 Ha, limit 0.031091 Ha
--- rs = 1 bohr, kF = 1.919158 1/bohr
Q<2: -0.072824, 2<Q<4: -0.005262, Q>4: -0.000714 Ha
RPA e_c: coarse grid -0.0787995, fine grid -0.0787995 Ha
RPA e_c = -0.07880 Ha = -2.1442 eV
Q<4 part: integral -0.0780853, zero-point modes -0.0780853 Ha
Published RPA fit (VWN): -0.07931 Ha
QMC fits: PW92 -0.05977, PZ81 -0.05963, VWN5 -0.06002 Ha; spread 0.00039 Ha
PW92 e_c = -1.6265 eV
RPA - PW92 = -0.01903 Ha; RPA/PW92 = 1.3183
RPA contact values: change -0.6258, total g(0) -0.1258, parallel -0.6258 (no unit)
--- rs = 2 bohr, kF = 0.959579 1/bohr
Q<2: -0.055905, 2<Q<4: -0.005182, Q>4: -0.000714 Ha
RPA e_c: coarse grid -0.0618012, fine grid -0.0618012 Ha
RPA e_c = -0.06180 Ha = -1.6817 eV
Q<4 part: integral -0.0610876, zero-point modes -0.0610876 Ha
Published RPA fit (VWN): -0.06246 Ha
QMC fits: PW92 -0.04476, PZ81 -0.04509, VWN5 -0.04478 Ha; spread 0.00033 Ha
PW92 e_c = -1.2180 eV
RPA - PW92 = -0.01704 Ha; RPA/PW92 = 1.3807
RPA contact values: change -1.1594, total g(0) -0.6594, parallel -1.1594 (no unit)
--- rs = 5 bohr, kF = 0.383832 1/bohr
Q<2: -0.036791, 2<Q<4: -0.004967, Q>4: -0.000712 Ha
RPA e_c: coarse grid -0.0424699, fine grid -0.0424699 Ha
RPA e_c = -0.04247 Ha = -1.1557 eV
Q<4 part: integral -0.0417579, zero-point modes -0.0417579 Ha
Published RPA fit (VWN): -0.04310 Ha
QMC fits: PW92 -0.02822, PZ81 -0.02834, VWN5 -0.02813 Ha; spread 0.00021 Ha
PW92 e_c = -0.7678 eV
RPA - PW92 = -0.01425 Ha; RPA/PW92 = 1.5052
RPA contact values: change -2.5288, total g(0) -2.0288, parallel -2.5288 (no unit)
e_c(rs=5) - e_c(rs=1): RPA 0.03633, PW92 0.03156, error 0.00477 Ha
```
